\section*{LAPW Matching Coefficients from Continuity and the Unit Wronskian, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the plane wave to the matching coefficients}

An electron in a crystal meets two very different environments. Near a nucleus the potential is deep and nearly spherical, and the wave function oscillates much as it does in an atom. Between the atoms the potential is shallow, and the wave function is smooth. Plane waves describe the second region well and the first one badly; atomic-like radial functions do the reverse. One can therefore draw a sphere of radius $R$ around each nucleus, use a plane wave outside, and replace it inside by radial functions suited to the atom. The two descriptions must then be joined at the surface. If the values differ there, the function is discontinuous. If the values agree but the radial slopes differ, the function has a kink, and its second radial derivative, which enters the kinetic energy, contains a delta function on the sphere. A join without either defect imposes two conditions for each angular momentum, so with radial functions fixed in advance, at a given energy, two of them are needed. The linearized augmented plane wave (LAPW) method takes a solution of the radial equation at a fixed energy and the derivative of that solution with respect to energy. The question is how much of each the plane wave requires.

Let the sphere be centred at the origin, and let the plane wave have wave vector $\mathbf K=\mathbf k+\mathbf G$, where $\mathbf k$ is the Bloch vector and $\mathbf G$ a reciprocal lattice vector. Its length is $K$. With $\mu$ the cosine of the angle between $\mathbf K$ and $\mathbf r$, the plane wave is $e^{iKr\mu}$, and it can be expanded in Legendre polynomials,
\begin{equation}
e^{iKr\mu}=\sum_{l=0}^{\infty}f_l(r)P_l(\mu),\qquad
f_l(r)=\frac{2l+1}{2}\int_{-1}^{1}e^{iKr\mu}P_l(\mu)\,d\mu .
\end{equation}
The plane wave satisfies $\nabla^2\psi=-K^2\psi$, so each $f_l$ satisfies the radial form of this equation. It is also finite at the origin, and is therefore a multiple of the spherical Bessel function, $f_l(r)=c_l\,j_l(Kr)$. The constant follows from the behaviour at small $r$. Expand the exponential in powers of $\mu$. Powers below $\mu^l$ are orthogonal to $P_l$, so the first contribution comes from $(iKr\mu)^l/l!$. The Rodrigues formula and $l$ integrations by parts give
\begin{equation}
\int_{-1}^{1}\mu^lP_l\,d\mu=\frac{1}{2^l}\int_{-1}^{1}(1-\mu^2)^l\,d\mu
=\frac{2^{l+1}(l!)^2}{(2l+1)!}.
\end{equation}
Since $(2l+1)!=(2l+1)!!\,2^l\,l!$, the leading term is
\begin{equation}
f_l(r)\to\frac{2l+1}{2}\,\frac{(iKr)^l}{l!}\,\frac{2^{l+1}(l!)^2}{(2l+1)!}
=(2l+1)\,i^l\,\frac{(Kr)^l}{(2l+1)!!}.
\end{equation}
For small argument $j_l(x)\to x^l/(2l+1)!!$, hence $c_l=(2l+1)i^l$ and
\begin{equation}
e^{i\mathbf K\cdot\mathbf r}=\sum_l(2l+1)\,i^l\,j_l(Kr)\,P_l(\mu).
\label{eq:rayleigh}
\end{equation}

The Legendre polynomials are linearly independent on the surface of the sphere. Two expansions agree there if and only if their radial factors agree for each $l$, and the same holds for the radial derivatives. The problem thus separates: for each $l$, the factor $j_l(Kr)$ outside must be continued by some radial function inside. The constants $(2l+1)i^l$ are common to both sides and play no part in the matching.

Inside the sphere the potential $V(r)$ is taken to be real and spherical, and the electron non-relativistic. The algebra uses Rydberg units, in which lengths are in bohr, energies in rydberg, and $\hbar^2/2m=1$, so that $H=-\nabla^2+V$. Choose a real energy $E_l$ and let $u_l(r)$ be the solution of the radial equation at that energy which is regular at the origin, with the normalization
\begin{equation}
\int_0^R r^2u_l(r)^2\,dr=1 .
\label{eq:norm}
\end{equation}
The same definition applied at neighbouring energies gives a family $u_l(r;E)$, whose overall sign is chosen so that it varies smoothly with $E$. Its energy derivative at $E_l$ is $\dot u_l=\partial u_l/\partial E$. The reason for choosing this second function is the Taylor expansion
\begin{equation}
u_l(r;E_l+\delta)=u_l(r)+\delta\,\dot u_l(r)+O(\delta^2).
\end{equation}
A combination of $u_l$ and $\dot u_l$ can therefore imitate the solution at any energy near $E_l$, although both functions are computed once, at a fixed energy.

The function inside is written $a_lu_l(r)+b_l\dot u_l(r)$. From here on the index $l$ is dropped where no confusion can arise, and $u$, $\dot u$ and their radial derivatives $u'$, $\dot u'$ are understood at $r=R$ unless an argument is shown. For the Bessel function a different convention is in force: $j'$ is the derivative of $j_l(x)$ with respect to its argument, taken at $x=KR$. By the chain rule the radial slope of $j_l(Kr)$ is then $Kj'$, and this is where the explicit factors $K$ in the result come from. Continuity of value and slope reads
\begin{align}
a\,u+b\,\dot u&=j,\label{eq:value}\\
a\,u'+b\,\dot u'&=Kj'.\label{eq:slope}
\end{align}

To isolate $a$, multiply \eqref{eq:value} by $\dot u'$ and \eqref{eq:slope} by $\dot u$, and subtract. The terms in $b$ cancel. To isolate $b$, multiply \eqref{eq:slope} by $u$ and \eqref{eq:value} by $u'$, and subtract. The terms in $a$ cancel. The results are
\begin{equation}
a\,D=j\,\dot u'-Kj'\,\dot u,\qquad b\,D=Kj'\,u-j\,u',\qquad
D=u\,\dot u'-u'\,\dot u .
\label{eq:cramer}
\end{equation}
If $D$ were zero the conditions could not be solved for a general plane wave. If it were small, the coefficients would be large. Its value is not a matter of luck, however, because $u$ and $\dot u$ are tied together by the radial equation.

Put $P(r;E)=r\,u(r;E)$. In spherical coordinates the radial part of $\nabla^2u$ is $r^{-1}(ru)''$, and the angular part gives $-l(l+1)u/r^2$. Multiplying $(H-E)u=0$ by $r$ yields
\begin{equation}
-P''+Q\,P=0,\qquad Q(r)=\frac{l(l+1)}{r^2}+V(r)-E .
\label{eq:radial}
\end{equation}
This holds at every energy, so it may be differentiated with respect to $E$. The potential does not depend on $E$, and $\partial Q/\partial E=-1$. Hence
\begin{equation}
-\dot P''+Q\,\dot P=P .
\label{eq:dotradial}
\end{equation}
The function $\dot P$ obeys the same equation as $P$, but with $P$ itself as a source. Multiply \eqref{eq:dotradial} by $P$ and \eqref{eq:radial} by $\dot P$, and subtract the second product from the first. The terms with $Q$ cancel, leaving
\begin{equation}
P''\dot P-P\dot P''=P^2 .
\end{equation}
The left side is a total derivative, since in
\begin{equation}
\frac{d}{dr}\bigl(P'\dot P-P\dot P'\bigr)
=P''\dot P+P'\dot P'-P'\dot P'-P\dot P''
\end{equation}
the two middle terms cancel. Integrate from the origin to $r$. For a potential less singular than $1/r^2$, which includes the Coulomb potential of a point nucleus, the regular solution starts as $P\propto r^{l+1}$. The energy enters through the constant of proportionality and through higher powers of $r$, so $\dot P$ also starts no lower than $r^{l+1}$. The products $P'\dot P$ and $P\dot P'$ are then at most of order $r^{2l+1}$ and vanish at the origin for every $l$, including $l=0$.

It remains to return to $u$. With $P'=u+ru'$ and $\dot P'=\dot u+r\dot u'$,
\begin{equation}
P'\dot P-P\dot P'=(u+ru')\,r\dot u-ru\,(\dot u+r\dot u')
=r^2\,(u'\dot u-u\dot u'),
\end{equation}
because the terms $ru\dot u$ cancel. For every radius, therefore,
\begin{equation}
r^2\bigl[u'(r)\dot u(r)-u(r)\dot u'(r)\bigr]=\int_0^r s^2u(s)^2\,ds .
\label{eq:partial}
\end{equation}
At $r=R$ the right side is the normalization integral \eqref{eq:norm}, and
\begin{equation}
R^2\,(u'\dot u-u\dot u')=1 .
\label{eq:wronskian}
\end{equation}
This is the unit Wronskian. Comparison with \eqref{eq:cramer} gives $D=-1/R^2$. The minus sign reverses the order of the terms when the equations are divided by $D$, and the coefficients are
\begin{equation}
\boxed{\;a_l=R^2\,(Kj_l'\,\dot u_l-j_l\,\dot u_l'),\qquad
b_l=R^2\,(j_l\,u_l'-Kj_l'\,u_l)\;}
\label{eq:result}
\end{equation}

Substitution confirms both signs. In the value condition,
\begin{align}
a\,u+b\,\dot u
&=R^2\bigl(Kj'\dot u u-j\dot u'u+ju'\dot u-Kj'u\dot u\bigr)\nonumber\\
&=j\,R^2\,(u'\dot u-u\dot u')=j,
\end{align}
and in the slope condition,
\begin{align}
a\,u'+b\,\dot u'
&=R^2\bigl(Kj'\dot uu'-j\dot u'u'+ju'\dot u'-Kj'u\dot u'\bigr)\nonumber\\
&=Kj'\,R^2\,(u'\dot u-u\dot u')=Kj'.
\end{align}

The Wronskian has a direct physical reading. Where $u\neq0$, the logarithmic derivative $u'/u$ at the sphere changes with energy as
\begin{equation}
\frac{\partial}{\partial E}\,\frac{u'}{u}
=\frac{\dot u'u-u'\dot u}{u^2}=-\frac{1}{R^2u^2}<0 .
\label{eq:logder}
\end{equation}
Raising the energy lowers $P''/P=Q$ at every radius. Where $Q<0$ the function $P$ then bends more strongly towards the axis, and where $Q>0$ it bends less strongly away from it. In either case the logarithmic derivative at the surface falls. The rate of fall is $1/(R^2u^2)$: it is small when the normalized function is large at the surface, and large when $u$ at the surface is small. The determinant itself contains no such variation: it is $-1/R^2$ for every $l$, every real $E_l$ and every potential of the assumed kind.

The value one on the right of \eqref{eq:wronskian} depends on the energy unit. Write $t=\hbar^2/2m$ in whatever units are in use. The second derivatives in \eqref{eq:radial} and \eqref{eq:dotradial} then carry a factor $t$, while the source term $P$ does not. The same steps give
\begin{equation}
tR^2\,(u'\dot u-u\dot u')=1,
\label{eq:twronskian}
\end{equation}
and $R^2$ is replaced by $tR^2$ in both coefficients. In Rydberg units $t=1$. In Hartree units $t=1/2$, so the bare combination $R^2(u'\dot u-u\dot u')$ equals 2 and the prefactor is $R^2/2$. The matched function is the same in either case. An energy has half as large a number in hartree as in rydberg, so $\dot u$ has twice the number, $a$ is unchanged, and $b$ is halved.

The normalization matters in a similar way. If $u$ is left with $\int_0^Rr^2u^2dr=M$ at the energy $E_l$, equation \eqref{eq:partial} shows that the Wronskian is $M$, and both expressions in \eqref{eq:result} must be divided by $M$. If the potential itself depended on energy, the source in \eqref{eq:dotradial} would be $(1-\partial V/\partial E)P$, and the unit value would be lost. Relativistic radial equations have a different form and need their own Wronskian.

Finally, a sphere at position $\boldsymbol\tau$ in a crystal of volume $\Omega$ adds factors but no new matching. The addition theorem, $P_l(\mu)=\frac{4\pi}{2l+1}\sum_mY_{lm}^*(\hat{\mathbf K})Y_{lm}(\hat{\mathbf r})$, turns the plane wave $\Omega^{-1/2}e^{i\mathbf K\cdot(\boldsymbol\tau+\mathbf r)}$ into the inside function
\begin{equation}
\phi_{\mathbf K}(\boldsymbol\tau+\mathbf r)=\frac{4\pi}{\sqrt\Omega}\,
e^{i\mathbf K\cdot\boldsymbol\tau}\sum_{lm}i^l\,Y_{lm}^*(\hat{\mathbf K})\,Y_{lm}(\hat{\mathbf r})
\bigl[a_lu_l(r)+b_l\dot u_l(r)\bigr],
\end{equation}
where $\mathbf r$ is measured from the centre of the sphere. The coefficients in brackets depend on $K$ but not on the direction of $\mathbf K$. In the limit $K\to0$ the plane wave is a constant. Then $j_0=1$, all other $j_l$ vanish, and all slopes $Kj_l'$ vanish, so that $a_0=-R^2\dot u_0'$, $b_0=R^2u_0'$, and the coefficients for $l>0$ are zero.

The unit Wronskian has given the matching coefficients $a_l$ and $b_l$ in closed form, for every $l$ and every real $E_l$. What remains is to see their size in a numerical case, what they mean, and how well the matched function follows the true radial solution inside the sphere.
